# Matching Landauer Transmission to Boltzmann Conductivity in One, Two and Three Dimensions

Suppose that a conductor of length $L$ is described by the transmission $T=\lambda/(\lambda+L)$, and that $\lambda$ is set equal to the distance $v\tau$ that a carrier of speed $v$ covers in its momentum relaxation time $\tau$. For a long two-dimensional sheet the Landauer formula then gives $2/\pi$, about 64 %, of the Boltzmann conductivity. Making the sheet longer does not help, since the error sits in the resistance per unit length. In a wire the result is one half of the right value, and in a bulk solid three quarters. The two descriptions agree for long conductors if

$$
\lambda=\frac{2\langle v_x^2\rangle\tau}{\langle|v_x|\rangle}
=\begin{cases}2\,v\tau & (1\text{D})\\ \tfrac{\pi}{2}\,v\tau & (2\text{D})\\ \tfrac43\,v\tau & (3\text{D}).\end{cases}
\tag{1}
$$

This result is derived below in two ways: from the response to a uniform field, and from carriers diffusing between two contacts. The second way also shows how good the formula for $T$ is when $L$ is not large.

## Setting and conventions

The band energy $E(k)$ depends only on $k=|\mathbf k|$ and rises with it from $E=0$ at $k=0$. It need not be parabolic. The speed is $v=\hbar^{-1}dE/dk$. Current flows along $x$ through a cross-section $A$, which is 1 in 1D, a width $W$ in 2D and an area in 3D. The density of states $D(E)$, per unit length, area or volume, includes both spins. Angle brackets denote an average over all directions of motion at fixed energy. The electron charge is $-e$, with $e>0$.

Scattering is elastic, does not depend on the orientation of the axes, and is phase-incoherent, so that occupations suffice and interference between scattered waves is left out. Localization is therefore outside the treatment, a serious restriction for phase-coherent 1D wires.

The time $\tau(E)$ is defined by the action of collisions on an occupation proportional to $v_x$: they change $g\,v_x$ at the rate $-g\,v_x/\tau$. An occupation that is the same in all directions is unchanged by elastic collisions. If scattering is isotropic, $\tau$ is also the mean time between collisions.

The averages needed are elementary. In 1D, $v_x=\pm v$, so $\langle|v_x|\rangle=v$ and $\langle v_x^2\rangle=v^2$. In 2D, $v_x=v\cos\theta$ with $\theta$ uniform:

$$
\frac{\langle|v_x|\rangle}{v}=\frac{4}{2\pi}\int_0^{\pi/2}\!\cos\theta\,d\theta=\frac2\pi,\qquad
\frac{\langle v_x^2\rangle}{v^2}=\frac1{2\pi}\int_0^{2\pi}\!\cos^2\theta\,d\theta=\frac12 .
$$

In 3D, $u=\cos\theta$ is uniform between $-1$ and $1$:

$$
\frac{\langle|v_x|\rangle}{v}=\int_0^1u\,du=\frac12,\qquad
\frac{\langle v_x^2\rangle}{v^2}=\int_0^1u^2\,du=\frac13 .
$$

Inserting these in the general expression in (1) gives $2$, $2\cdot\frac12\cdot\frac\pi2=\frac\pi2$ and $2\cdot\frac13\cdot2=\frac43$. What remains is to derive that expression.

## First derivation: matching the response to a field

**Boltzmann side.** A uniform field $\mathcal E$ along $x$ exerts the force $-e\mathcal E$. Write the occupation as $f_0(E)+\delta f$, where $f_0$ is the Fermi function. To first order in the field, the steady Boltzmann equation is

$$
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}.
$$

Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$, this gives

$$
\delta f=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial E}.
$$

It is proportional to $v_x$, as the use of $\tau$ requires. The current density is $-e$ times the sum of $v_x\,\delta f$ over states:

$$
j=-e\int D\,\langle v_x\,\delta f\rangle\,dE
=e^2\mathcal E\int D\,\langle v_x^2\rangle\,\tau\left(-\frac{\partial f_0}{\partial E}\right)dE .
$$

The conductivity is therefore

$$
\sigma=e^2\int D\,\langle v_x^2\rangle\,\tau\left(-\frac{\partial f_0}{\partial E}\right)dE .
\tag{2}
$$

**Landauer side.** Let $M(E)$ be the number of transverse modes per spin that propagate at energy $E$. Between ideal contacts with a small voltage $V$, the occupations differ by $eV(-\partial f_0/\partial E)$, and the conductance is

$$
G=\frac{2e^2}{h}\int M\,T\left(-\frac{\partial f_0}{\partial E}\right)dE .
\tag{3}
$$

To compare (3) with (2), $M$ must be expressed through $D$. In one mode and for one spin, the right-moving states per unit length and energy number $(1/2\pi)\,dk_x/dE=1/(hv_x)$. Multiplied by the velocity $v_x$, they give a flux $1/h$ per unit energy when filled. All modes and both spins give $2M/h$. The same flux counted in the bulk is $AD\langle|v_x|\rangle/2$, because the right-movers supply half of the average of $|v_x|$. Equating the two,

$$
\frac MA=\frac h4\,D\,\langle|v_x|\rangle .
\tag{4}
$$

Direct counting agrees. A mode propagates if its transverse wavevector is shorter than $k$, and with periodic edges these wavevectors are spaced by $2\pi/W$ in each transverse direction. (Hard walls give the spacing $\pi/W$ with positive values only, and the same count in a wide conductor.) Hence $M=2k/(2\pi/W)=kW/\pi$ in 2D and $M=\pi k^2A/(2\pi)^2=k^2A/4\pi$ in 3D, while $M=1$ in 1D.

**Matching.** Multiply (3) by $L/A$. The length enters through

$$
LT=\frac{\lambda L}{\lambda+L}=\frac{\lambda}{1+\lambda/L},
$$

which rises steadily towards $\lambda$ as $L$ grows. The integrand is positive and increases with $L$, so the limit may be taken inside the integral. With (4),

$$
\frac{GL}{A}\;\to\;\frac{2e^2}{h}\int\frac MA\,\lambda\left(-\frac{\partial f_0}{\partial E}\right)dE
=\frac{e^2}{2}\int D\,\langle|v_x|\rangle\,\lambda\left(-\frac{\partial f_0}{\partial E}\right)dE .
\tag{5}
$$

Expressions (5) and (2) are equal if $\frac12\langle|v_x|\rangle\lambda=\langle v_x^2\rangle\tau$ at each energy, which is (1). Equality at a single chemical potential and temperature would not force this, since two different integrands can have equal integrals. If equality is required at every chemical potential, let the temperature go to zero: $-\partial f_0/\partial E$ then selects one energy, and for continuous $\lambda(E)$ and $\tau(E)$ the choice (1) is the only one.

The factors thus come from two different weightings of direction. A contact injects carriers in proportion to $|v_x|$, whereas conduction weights them with $v_x^2$.

## Second derivation: carriers diffusing between contacts

Now consider carriers of one energy in a slab $0<x<L$, with no field. The left contact fills all entering states and the right contact fills none. Both absorb every carrier that reaches them. Let $f$ be the occupation as a function of position and direction, and define one-way fluxes per unit density of states,

$$
I_+=\langle v_xf\rangle_{v_x>0},\qquad I_-=\langle|v_x|f\rangle_{v_x<0},\qquad J=I_+-I_- .
$$

The subscript keeps the stated directions, but the average is still normalized over all of them. Elastic collisions conserve the number of carriers at each energy, so $J$ does not depend on $x$.

**The interior.** Try

$$
f=\varphi(x)-v_x\tau\varphi',\qquad \varphi'=\text{constant}.
\tag{6}
$$

The steady Boltzmann equation equates $v_x\,\partial f/\partial x$ to the collision rate of change. The left side is $v_x\varphi'$, because $\varphi''=0$. On the right, collisions leave $\varphi$ alone and change $-v_x\tau\varphi'$ at the rate $+v_x\varphi'$. The two sides agree, so (6) is a solution. Its fluxes are

$$
I_\pm=\tfrac12\langle|v_x|\rangle\varphi\mp\tfrac12\langle v_x^2\rangle\tau\varphi' .
$$

Their difference and their slope are

$$
J=-\langle v_x^2\rangle\tau\,\varphi',\qquad
\frac{dI_+}{dx}=\frac{dI_-}{dx}=\tfrac12\langle|v_x|\rangle\varphi' .
$$

Eliminating $\varphi'$ gives

$$
\frac{dI_\pm}{dx}=-\frac{I_+-I_-}{\lambda},\qquad
\lambda=\frac{2\langle v_x^2\rangle\tau}{\langle|v_x|\rangle}.
\tag{7}
$$

This is (1) again, now with a meaning. The net exchange between the two fluxes is what it would be if a fraction $1/\lambda$ of each were turned into the opposite one per unit length, and in this sense $\lambda$ is the backscattering length of the interior. Equation (7) fixes only this net exchange. For isotropic scattering and a nearly uniform occupation, right-movers are actually reversed at the rate $\frac12\varphi/(2\tau)$ out of a flux $\frac12\langle|v_x|\rangle\varphi$. That is a fraction $1/(2\langle|v_x|\rangle\tau)$ per unit length, which equals $1/\lambda$ only in 1D. In 1D the factor 2 can be read off directly. If a carrier reverses at the rate $r$, the occupations of the two directions change by $\mp r(f_+-f_-)$ and their difference decays at the rate $2r$. That rate is $1/\tau$ by definition, so $r=1/(2\tau)$ and $\lambda=v/r=2v\tau$.

**The transmission.** Assume first that (7) holds right up to the contacts. The injected flux is $I_+(0)=I_{\rm in}=\frac12\langle|v_x|\rangle$, and $I_-(L)=0$, so $I_+(L)=J$. Since $I_+$ falls linearly by $JL/\lambda$,

$$
I_{\rm in}=J+\frac{JL}{\lambda}\quad\Rightarrow\quad T=\frac{J}{I_{\rm in}}=\frac{\lambda}{\lambda+L}.
\tag{8}
$$

In 1D the assumption is true. There are only two directions, so any occupation is a constant plus a multiple of $v_x$. Conservation of $J$ fixes that multiple, and the Boltzmann equation then makes the constant part linear in $x$. Form (6) is the general solution, and (8) is exact within the Boltzmann equation.

In 2D and 3D the assumption fails near the contacts. At $x=0$ the occupation must equal 1 for all entering directions, whereas (6) varies with $v_x$. Layers therefore form in which $f$ departs from (6). Take them to be much thinner than $L$. The problem is linear, so the interior $\varphi$, extended to the contact, misses the contact value by an amount proportional to the gradient: $\varphi(0)=1-z|\varphi'|$ and, by symmetry, $\varphi(L)=z|\varphi'|$, with some length $z$. The difference of the two must be $L|\varphi'|$, so $|\varphi'|=1/(L+2z)$ and

$$
T=\frac{\langle v_x^2\rangle\tau}{\frac12\langle|v_x|\rangle\,(L+2z)}=\frac{\lambda}{L+2z}.
\tag{9}
$$

The layers alter the additive length but not the numerator. Hence $d(1/T)/dL=1/\lambda$ for a long slab, whatever $z$ is. Formula (8) amounts to the choice $2z=\lambda$. In the numerical check, the slab equation is solved for many directions, with (6) supplied as the interior solution and the contact layers computed, and the slope of $1/T$ reproduces all three factors. It does so for isotropic scattering and also for scattering with mean deflection cosine 0.3, provided that $\tau$ is the momentum relaxation time.

**The conductivity.** A contact with occupation $f_1$ injects the flux $\frac12D\langle|v_x|\rangle f_1$ per unit energy and cross-section. The contact occupations differ by $eV(-\partial f_0/\partial E)$, so

$$
\frac GA=\frac{e^2}{2}\int D\,\langle|v_x|\rangle\,T\left(-\frac{\partial f_0}{\partial E}\right)dE .
$$

For large $L$, $LT\to\lambda$, and $\frac12\langle|v_x|\rangle\lambda=\langle v_x^2\rangle\tau$ turns $GL/A$ into (2). The quantity $\langle v_x^2\rangle\tau$ is the diffusion coefficient at energy $E$.

A real biased conductor also contains a field. If the occupation is followed at fixed total energy, kinetic plus electrostatic, the field changes speeds, directions and scattering rates by amounts of first order in $V$. These multiply departures from equilibrium that are themselves of first order, so the linear conductance is unaffected.

## What each derivation assumes

Both derivations need linear response, elastic and incoherent scattering, and a single $\tau$ at each energy. The three numerical factors are derived here for a speed that is the same in all directions.

The first derivation takes the form of $T$ as given and uses only the limit $LT\to\lambda$. Another function with the same limit, such as the smaller of 1 and $\lambda/L$, would lead to the same $\lambda$. The argument therefore says nothing about whether $\lambda/(\lambda+L)$ is right at intermediate lengths. In return it needs no knowledge of what happens near a contact, because its Boltzmann half concerns an infinite uniform conductor.

The second derivation produces the form of $T$, at the price of specifying the contacts: they inject equally into all entering directions and reflect nothing. It shows that the value of $\lambda$ is a property of the interior, while the additive length in the denominator belongs to the contact layers. The first is settled by (7). For the second, (8) uses the value $\lambda$, which is exact in 1D and approximate otherwise.

## How good the formula is at finite length

For a slab much shorter than $v\tau$ and isotropic scattering, $T$ follows from a single collision. A carrier entering with velocity $v_x$ stays for a time $L/v_x$ and collides with probability $L/(v_x\tau)$. Averaging over the injected flux, which is weighted with $v_x$, gives

$$
\frac{\langle v_x\cdot L/(v_x\tau)\rangle_{v_x>0}}{\langle v_x\rangle_{v_x>0}}
=\frac{\frac12L/\tau}{\frac12\langle|v_x|\rangle}=\frac{L}{\langle|v_x|\rangle\tau}.
$$

Half of these collisions send the carrier back, so

$$
1-T\simeq\frac{L}{2\langle|v_x|\rangle\tau}.
\tag{10}
$$

Carriers at grazing angles stay too long for this estimate, but they carry a vanishing share of the flux as $L\to0$. Formula (8) gives $1-T\simeq L/\lambda$ instead. The two lengths agree if $\langle v_x^2\rangle=\langle|v_x|\rangle^2$, that is, if $|v_x|$ has no spread. This holds in 1D. In 2D and 3D the short-slab length is $(4/\pi)v\tau$ and $v\tau$, less than $\lambda$, so no single length serves both limits and (8) transmits slightly too much in thin slabs.

For isotropic scattering the error stays small. For 40 lengths between $0.05\,v\tau$ and $50\,v\tau$, the largest excess of (8), relative to the slab solution, is 2.25 % in 2D and 3.37 % in 3D. Both occur near $L=0.7\,v\tau$. These figures depend on the scattering law. Forward-peaked scattering shortens the short-slab length and raises the excess, to about 3 % in 2D and 5 % in 3D for a Henyey–Greenstein kernel with mean deflection cosine 0.9.

At one energy, (8) also implies that resistances add:

$$
\frac1G=\frac{h}{2e^2M}\left(1+\frac L\lambda\right)=\frac{h}{2e^2M}+\frac{L}{\sigma A}.
\tag{11}
$$

The first term is the ballistic resistance, which remains when $L\to0$. At finite temperature the sum is no longer exact. Let a bar denote the average over energy with weight $M(-\partial f_0/\partial E)$, and let $G_b$ be the ballistic conductance. Then $G=G_b\,\overline{\lambda/(\lambda+L)}$ and $\sigma A=G_b\bar\lambda$, so the series law would give $G_b\bar\lambda/(\bar\lambda+L)$. The function $\lambda/(\lambda+L)$ has the negative second derivative $-2L/(\lambda+L)^3$, and the average of such a function cannot exceed its value at the average. Hence $G$ lies below the series law unless $\lambda$ is constant over the thermal window.

The size of the deficit was computed for a model in atomic units: $E(1+0.3E)=k^2/2$, $\tau=1/(1+E)$, chemical potential 0.5 and thermal energy 0.2. At $L=\bar\lambda$ the conductance obtained from (3) with the transmission (8) is 0.5 %, 0.2 % and 0.1 % below the series value in 1D, 2D and 3D. The deficit is this small because $\lambda$ varies little over the thermal window of this model, by about a tenth of its mean. In 2D and 3D it is then much smaller than the error of (8) itself found above, so these figures are not the gap between the slab solution and the series law, which in this model is dominated by that error. The ordering is not general. For a parabolic band and a non-degenerate gas, the deficit at $L=\bar\lambda$ is about 7 %, 5 % and 3 % for constant $\tau$, and about 43 %, 35 % and 30 % for $\tau\propto E^{3/2}$.

## Worked example

Take a parabolic band with mass 0.1 electron masses, Fermi energy 0.1 eV, $\tau=0.1$ ps and zero temperature. These are round model parameters, and SI-based units suit the lengths and resistances involved. The speed is $v=5.931\times10^5$ m/s, so $v\tau=59.31$ nm. The Fermi wavevector is $k_F=0.5123$ nm$^{-1}$. The product $k_Fv\tau\approx30$ is well above 1, as a semiclassical description requires. The backscattering lengths are

$$
2v\tau=118.6\ \text{nm},\qquad \tfrac\pi2v\tau=93.16\ \text{nm},\qquad \tfrac43v\tau=79.08\ \text{nm}.
$$

For the 2D sheet, $M/W=k_F/\pi=0.1631$ nm$^{-1}$, or 163.1 modes per micrometre. With $2e^2/h=77.48\ \mu$S,

$$
\sigma=\frac{2e^2}{h}\frac MW\lambda=77.48\ \mu\text{S}\times0.1631\ \text{nm}^{-1}\times93.16\ \text{nm}=1.177\ \text{mS}.
$$

On the Boltzmann side, $D=m/(\pi\hbar^2)$ is constant in 2D, so the carrier density is $n=DE_F$. With $v^2/2=E_F/m$, (2) becomes $\sigma=e^2Dv^2\tau/2=ne^2\tau/m$. The density $n=k_F^2/2\pi=4.177\times10^{16}$ m$^{-2}$ gives 1.177 mS again. With $\lambda=v\tau$ the Landauer result would have been 0.75 mS.

The ballistic resistance times width is $1/(77.48\ \mu\text{S}\times163.1\ \mu\text{m}^{-1})=79.1\ \Omega\,\mu$m. At $L=100$ nm, (11) gives $79.1\times(1+100/93.16)=164\ \Omega\,\mu$m. Other lengths follow in the same way:

| $L$ (nm) | $T$, (8) | $T$, slab | $RW$, (11) (Ω µm) | $L/\sigma$ (Ω µm) |
|---:|---:|---:|---:|---:|
| 20 | 0.823 | 0.808 | 96.1 | 17.0 |
| 100 | 0.482 | 0.473 | 164 | 85.0 |
| 500 | 0.157 | 0.156 | 504 | 425 |
| 2000 | 0.0445 | 0.0444 | 1778 | 1699 |

The slab column assumes isotropic scattering. The Fermi wavelength $2\pi/k_F$ is 12.3 nm, so the 20 nm row lies at the edge of a semiclassical description and illustrates the formulas rather than a device of that length. At 20 nm the conductivity alone accounts for less than a fifth of the resistance. At 2000 nm it accounts for about 96 %. In (11) the remainder is the ballistic term. The slab solution multiplies that term by $1/T-L/\lambda$, which from the slab column is 1.02 at 20 nm and 1.04 at 100 nm; it tends to 1 as $L\to0$ and, by (9), to $2z/\lambda$ once the slab is long compared with the contact layers.

## Numbers as computed

```
Direction averages and lam/(v tau), dimensionless
1D: <|vx|>/v=1.000000 <vx^2>/v^2=1.000000 factor=2.000000
2D: <|vx|>/v=0.636620 <vx^2>/v^2=0.500000 factor=1.570796
3D: <|vx|>/v=0.500000 <vx^2>/v^2=0.333333 factor=1.333333
Slab Boltzmann: lam/(v tau) from the slope of 1/T, dimensionless
1D: isotropic 2.000000, mean cosine 0.3 2.000000
2D: isotropic 1.570796, mean cosine 0.3 1.570796
3D: isotropic 1.333333, mean cosine 0.3 1.333333
Interpolation error, L/(v tau) from 0.05 to 50, isotropic scattering
1D: exact to rounding
2D: largest excess of T 2.25 % at L/(v tau)=0.71
3D: largest excess of T 3.37 % at L/(v tau)=0.71
Thin slab L/(v tau)=0.002: L/(1-T)/(v tau), and 2<|vx|>/v
1D: 2.0020, 2.0000
2D: 1.2796, 1.2732
3D: 1.0072, 1.0000
Thermal model (atomic units): alpha=0.3, mu=0.5, kT=0.2
1D: sigma Boltzmann=0.301793 Landauer=0.301793; L=1.0259, G/G_series=0.9951
2D: sigma Boltzmann=0.084668 Landauer=0.084668; L=0.8191, G/G_series=0.9983
3D: sigma Boltzmann=0.022079 Landauer=0.022079; L=0.6936, G/G_series=0.9988
Example: mass=0.1 m_e, E_F=0.1 eV, tau=0.1 ps
v=5.9310e+05 m/s, k_F=0.5123 1/nm, v tau=59.310 nm, k_F v tau=30.39
2e^2/h=77.4809 microsiemens
1D: lam=118.619 nm, n=3.2615e+08 m^-1
    sigma Drude=9.19074e-12, Landauer=9.19074e-12 S m
2D: lam=93.163 nm, n=4.1773e+16 m^-2
    sigma Drude=1.17714e-03, Landauer=1.17714e-03 S
3D: lam=79.080 nm, n=4.5415e+24 m^-3
    sigma Drude=1.27975e+05, Landauer=1.27975e+05 S/m
2D sheet: M/W=163.08 per micrometre, ballistic RW=79.144 ohm micrometre
L (nm), T formula, T slab; RW and L/sigma (ohm micrometre)
   20, 0.8233, 0.8077; 96.13, 16.99
  100, 0.4823, 0.4732; 164.10, 84.95
  500, 0.1571, 0.1560; 503.90, 424.76
 2000, 0.0445, 0.0444; 1778.17, 1699.03
```
